# Zero-phonon linewidth: T⁷ from quadratic coupling, T⁵ from Jahn-Teller mixing

**Q:** A defect's electron is coupled to acoustic phonons, and at finite temperature there are many phonons of very low energy. Should the zero-phonon line not be washed out by ordinary linear coupling already?

**A:** That depends on the noise at zero frequency. Let the ground state be an orbital singlet, let the excited state be non-degenerate for now, and let $\delta\omega(t)$ be the fluctuation of the transition frequency caused by the lattice. To second order, the optical coherence acquires the exponent

$$-\int_0^t\!dt_1\int_0^{t_1}\!dt_2\,\langle\delta\omega(t_1)\delta\omega(t_2)\rangle .$$

Its real part is minus half the integral over the full square, which at long times is $-\tfrac12 S t$ with $S=\int_{-\infty}^{\infty}\langle\delta\omega(t)\delta\omega(0)\rangle\,dt$. A coherence decaying as $e^{-\gamma t}$ gives a Lorentzian of full width $2\gamma$ at half maximum, so the angular width is

$$\Gamma=S .$$

For linear coupling, $\hbar\,\delta\omega=a s$, where $s$ is the dilatation at the defect and $a$ an energy. Write $s=\sum_k g_k(b_k+b_k^\dagger)$ and $J_s(\omega)=\sum_k g_k^2\,\delta(\omega-\omega_k)$. Then

$$G(t)=\langle s(t)s(0)\rangle=\int_0^\infty\! d\omega\,J_s\left[(n+1)e^{-i\omega t}+n\,e^{i\omega t}\right],$$

with $n$ the Bose function. The time integral picks out $J_s(2n+1)$ at $\omega\to0$. Everything therefore depends on how fast $J_s$ vanishes there.

**Q:** And how fast does it vanish?

**A:** As $\omega^3$ in a three-dimensional crystal. In a volume $V$ of density $\rho$ the displacement is

$$\mathbf u(\mathbf r)=\sum_k\sqrt{\frac{\hbar}{2\rho V\omega_k}}\;\mathbf e_k\left(b_k e^{i\mathbf k\cdot\mathbf r}+b_k^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).$$

Differentiation at the defect, $\mathbf r=0$, gives a factor $i(b_k-b_k^\dagger)$. Absorbing the $i$ into $b_k$ turns this into $b_k+b_k^\dagger$. One such choice serves all strain components of a mode, so all the couplings are real. For the dilatation only longitudinal modes count, with $g_k^2=\hbar k^2/(2\rho V\omega_k)$, and

$$J_s=\frac{V}{2\pi^2}\int k^2dk\,\frac{\hbar k^2}{2\rho V\omega_k}\,\delta(\omega-v_lk)=C_s\omega^3,\qquad C_s=\frac{\hbar}{4\pi^2\rho v_l^5}.$$

At low frequency $n\simeq k_BT/\hbar\omega$, so $J_s(2n+1)\propto T\omega^2\to0$. Linear coupling displaces the oscillators and feeds the phonon sideband, but it does not broaden the zero-phonon line. The second-order exponent is sufficient here because the noise is Gaussian.

**Q:** Then why should a weaker, quadratic coupling succeed?

**A:** Because it can absorb one phonon and emit another of the same energy. The electronic energy is unchanged, but the phase is disturbed, and phonons of thermal energy take part.

Let the excited-state energy contain $\tfrac12\Lambda s^2$ relative to the ground state. Its mean shifts the line, and the fluctuation is $\delta\omega=(\Lambda/2\hbar)(s^2-\langle s^2\rangle)$. Wick's theorem pairs each $s(t)$ with an $s(0)$ in two ways:

$$\langle s^2(t)s^2(0)\rangle-\langle s^2\rangle^2=2G(t)^2,\qquad \Gamma_7=\frac{\Lambda^2}{2\hbar^2}\int_{-\infty}^{\infty}\! G(t)^2\,dt .$$

In $G^2$, terms with phase $e^{\pm i(\omega+\omega')t}$ create or destroy two phonons and have no zero-frequency part. The cross terms remain:

$$\int G^2dt=2\int\!\!\int d\omega\,d\omega'\,J_s(\omega)J_s(\omega')(n+1)n'\,2\pi\delta(\omega-\omega')=4\pi\int J_s^2\,n(n+1)\,d\omega .$$

Therefore

$$\Gamma_7=\frac{2\pi\Lambda^2}{\hbar^2}\int_0^\infty J_s^2\,n(n+1)\,d\omega .$$

Now set $\theta=k_BT/\hbar$ and $\omega=\theta x$. The factor $J_s^2$ supplies $\theta^6$ and $d\omega$ one more. Since $n(n+1)=-dn/dx$, integration by parts gives

$$\int_0^\infty x^p n(n+1)\,dx=p\int_0^\infty\frac{x^{p-1}}{e^x-1}dx=p!\,\zeta(p).$$

For $p=6$ this is $720\,\pi^6/945=16\pi^6/21\simeq732.5$, and

$$\boxed{\Gamma_7=\frac{2\pi\Lambda^2C_s^2}{\hbar^2}\,\frac{16\pi^6}{21}\left(\frac{k_BT}{\hbar}\right)^7}$$

**Q:** You kept two orders in $\Lambda$. Does the law survive if the phonon problem is solved without that expansion?

**A:** For weak coupling it does. A quadratic bath can be treated without expanding in $\Lambda$, because its coherence is a determinant. Take $\hbar=k_B=1$ and 160 modes below $\omega=1$, with $J=\omega^3e^{-(\omega/0.7)^8}$ and $\Lambda=\pm0.1$; averaging over the two signs removes odd orders. The ratio of the computed width to the formula is 1.0015 at $T=0.02$ and 0.9994 at $T=0.03$. The exponent between these temperatures is 6.995.

**Q:** Where would $\Lambda$ come from in a real defect?

**A:** One source is a remote electronic state a distance $\Delta$ above, mixed in by a strain coupling $Ds$. The lower eigenvalue of the two-state problem is

$$\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+D^2s^2}\simeq-\frac{D^2s^2}{\Delta},\qquad\text{so}\qquad \Lambda=-\frac{2D^2}{\Delta}.$$

The electron must follow the strain adiabatically, which requires $\hbar\omega\ll\Delta$ for the thermal phonons.

**Q:** With a degenerate doublet, $\Delta=0$ and that expression diverges. What replaces it?

**A:** The phonon energy takes over the role of the denominator. Let the excited orbitals be $X$ and $Y$, with the linear Jahn-Teller coupling

$$V=\sigma_z\phi_1+\sigma_x\phi_2,\qquad \phi_1=\Xi(\varepsilon_{xx}-\varepsilon_{yy}),\quad \phi_2=2\Xi\varepsilon_{xy}.$$

I take an elastically isotropic crystal. With $\mathbf n=\mathbf k/k$, a longitudinal mode gives the angular averages

$$\langle(n_x^2-n_y^2)^2\rangle=\tfrac25-\tfrac2{15}=\tfrac4{15},\qquad \langle4n_x^2n_y^2\rangle=\tfrac4{15}.$$

For the two transverse modes, $\sum e_ie_j=\delta_{ij}-n_in_j$, so

$$\Big\langle\sum(n_xe_x-n_ye_y)^2\Big\rangle=\tfrac23-\tfrac25+\tfrac2{15}=\tfrac25,\qquad \Big\langle\sum(n_xe_y+n_ye_x)^2\Big\rangle=\tfrac23-\tfrac4{15}=\tfrac25 .$$

The cross average of $\phi_1$ and $\phi_2$ is odd under $x\to-x$ and vanishes. Both energies thus have the same density $J=C\omega^3$, and they are uncorrelated:

$$C=\frac{\Xi^2\hbar}{4\pi^2\rho}\left[\frac{4}{15v_l^5}+\frac{2}{5v_t^5}\right].$$

**Q:** But $\sigma_x\phi_2$ transfers $X$ to $Y$ with a single phonon. Why go to second order?

**A:** The single phonon would need energy equal to the splitting $\hbar\delta$. The golden-rule emission rate is $2\pi J(\delta)(n+1)/\hbar^2$, which behaves as $\delta^3\cdot\theta/\delta=\delta^2\theta$ and vanishes for a degenerate doublet. Two phonons of nearly equal energy can be thermal.

For mode $k$ define $V_k=g_{1k}\sigma_z+g_{2k}\sigma_x$. To absorb $k$ and emit $k'$ with $\omega_k=\omega_{k'}=\omega$ there are two time orders. If absorption comes first, the intermediate state has lost a phonon, and the denominator (initial minus intermediate energy) is $+\hbar\omega$. If emission comes first, it is $-\hbar\omega$. Both carry the factor $\sqrt{n_k(n_{k'}+1)}$, so apart from it the amplitude is

$$A_{k'k}=\frac{V_{k'}V_k-V_kV_{k'}}{\hbar\omega}=\frac{2i\sigma_y}{\hbar\omega}\left(g_{1k'}g_{2k}-g_{2k'}g_{1k}\right),$$

where $[\sigma_z,\sigma_x]=2i\sigma_y$ was used.

**Q:** So linear coupling to a doublet is not enough by itself?

**A:** Correct. If $\phi_1$ alone were present, the two time orders would cancel. The $T^5$ process needs two couplings that do not commute.

A small diagonalization shows this. Take the doublet with two modes of frequency 1 and coupling $g=0.01$, one mode acting through $\sigma_z$ and the other through $\sigma_x$. The amplitude predicts that the one-phonon levels split by $\pm2g^2$ about their common shift. In units of $g^2$ the computed values are $-2,-2,2,2$. If both modes act through $\sigma_z$, the largest departure from the common shift is 0.0000 in the same units.

**Q:** How does the amplitude become a linewidth? A transfer rate and a dephasing rate are different quantities.

**A:** Here they are tied together. The scattering acts as $\sigma_yB(t)$ with a fluctuating operator $B$ of zero mean, since $A_{k'k}$ vanishes for $k=k'$. In an eigenstate of $\sigma_y$ this is frequency noise $\pm B/\hbar$, and the first answer gives an angular width equal to its zero-frequency noise. Because $\sigma_y^2=1$, the width is the same for every orbital polarization. In the basis $X,Y$ the same noise is the golden-rule rate $W$ from $X$ to $Y$. Coherence with the ground state decays at $W/2$, and the full width is $W$, with no extra pure dephasing at this order.

The rate is

$$W=\frac{2\pi}{\hbar^2}\sum_{kk'}\frac{4(g_{1k'}g_{2k}-g_{2k'}g_{1k})^2}{(\hbar\omega_k)^2}\,n(n+1)\,\delta(\omega_k-\omega_{k'}).$$

Expanding the square gives two equal terms, each producing $J^2$, while the cross term vanishes because $\phi_1$ and $\phi_2$ are uncorrelated. The numerical factor is $2\pi\times4\times2=16\pi$:

$$\Gamma_5=W=\frac{16\pi}{\hbar^4}\int_0^\infty\frac{J^2}{\omega^2}\,n(n+1)\,d\omega .$$

The denominators have reduced $\omega^6$ to $\omega^4$. With $4!\,\zeta(4)=4\pi^4/15\simeq25.98$,

$$\boxed{\Gamma_5=\frac{16\pi C^2}{\hbar^4}\,\frac{4\pi^4}{15}\left(\frac{k_BT}{\hbar}\right)^5}$$

To test the passage from amplitude to rate, I put the scattering amplitude into a discrete bath with the mode grid and cutoff used before, $J$ multiplied by $C=0.05$. Off resonance $1/\omega$ became the mean of $1/\omega_k$ and $1/\omega_{k'}$, and pair creation was dropped. The coherence, again a determinant, gives widths 1.0078 and 1.0058 times the formula at $T=0.02$ and $0.03$, and an exponent of 4.995.

**Q:** A strained crystal splits the doublet. Does $T^5$ then turn into something else?

**A:** If $\delta\ll\theta$, the two-phonon width changes little. One-phonon transfer between the branches adds a width of about $2\pi C\delta^2\theta/\hbar^2$, however. It falls only as $T$, so on cooling it can overtake the $T^5$ term while $\delta$ is still well below $\theta$. In the opposite limit, $\delta\gg\theta$, consider the lower branch. The other branch is now a remote state at $\Delta=\hbar\delta$, and its energy shift is $-\phi_2^2/\hbar\delta$. This is the quadratic problem with $\Lambda s^2$ replaced by $-2\phi_2^2/\hbar\delta$:

$$\Gamma_{\rm split}=\frac{2\pi}{\hbar^2}\frac{4}{(\hbar\delta)^2}\int J^2n(n+1)\,d\omega=\frac{8\pi C^2}{\hbar^4\delta^2}\,\frac{16\pi^6}{21}\,\theta^7 .$$

So $T^7$ returns, but only for a large splitting, because the phonons that matter carry several times $k_BT$. At $\delta=30\,\theta$ the second-order width is still about 15% above this limit. One-phonon absorption to the upper branch is suppressed by $e^{-\delta/\theta}$, but it must still be small compared with this width. The upper branch can also emit a phonon spontaneously, which adds a width that does not vanish at low temperature.

**Q:** If a degenerate doublet also has a quadratic coupling, can the two amplitudes interfere?

**A:** Not at leading order, if the quadratic term acts equally on $X$ and $Y$. Its amplitude $Q$ is real and symmetric in $k,k'$, while $A$ is $i\sigma_y$ times a real number. Hence $A^\dagger=-A$ and $A^\dagger Q+QA=0$, so the widths add. In the same discrete bath, with $C=0.005$, $T=0.03$ and a quadratic term in $\phi_1$ of strength $\pm20$ (averaged over sign), the joint width is 1.0003 times the sum of the separate ones.

**Q:** Put in numbers. Which law matters for a real spin defect?

**A:** Take the excited orbital doublet of the NV centre in diamond, with rough values: $\rho=3500$ kg/m³, $v_l=18$ km/s, $v_t=12$ km/s and $\Xi=3$ eV. For the quadratic term I assume $D=7$ eV and $\Delta=1$ eV, so $|\Lambda|=2\times49/1=98$ eV. This is a model estimate, and I use it as an effective low-frequency constant. As a bare point coupling, 98 eV would not be weak: the response of the short-wave acoustic modes could change $\Gamma_7$ severalfold or even make the model lattice unstable.

These give $C=3.083\times10^{-97}$ J² s⁴ and $C_s=4.039\times10^{-61}$ s⁴. At 50 K, $\theta=6.546\times10^{12}$ s⁻¹. Dividing the angular widths by $2\pi$,

$$\frac{\Gamma_5}{2\pi}=8\left(\frac{C}{\hbar^2}\right)^2(25.98)\,\theta^5=(6.143\ \text{Hz/K}^5)(50\ \text{K})^5\simeq1.9\ \text{GHz},$$

$$\frac{\Gamma_7}{2\pi}=\left(\frac{\Lambda C_s}{\hbar}\right)^2(732.5)\,\theta^7=(1.746\times10^{-6}\ \text{Hz/K}^7)(50\ \text{K})^7\simeq1.4\ \text{MHz}.$$

In energy these are about 7.9 µeV and 0.006 µeV. The doublet mechanism dominates by a factor of about 1400. Since $\Gamma_7\propto\Lambda^2$, equality at 50 K would need $|\Lambda|$ about 38 times larger. The two power laws would cross only near 1900 K, where neither holds: the acoustic cutoff, roughly 1700 K in temperature units, spoils both already at room temperature. In this model there is no crossover within their common range. That ranking follows from the assumed $\Lambda$ and is not established for the NV centre: its measured line has also been fitted with a far larger quadratic term, which takes over on heating.

At 10 K the $T^5$ width is 0.6 MHz, well below the 13 MHz radiative width of a 12 ns lifetime. At 20 K it is 20 MHz and exceeds it.

**Q:** How far can the 1.9 GHz be trusted for an actual NV centre?

**A:** As an order of magnitude. A $T^5$ term has been used to describe the measured low-temperature broadening of this line, but the prefactor here rests on rough inputs. It scales as $\Xi^4$, so a 20% increase in $\Xi$ doubles it. It also scales roughly as $v_t^{-10}$: with the cubic elastic constants of diamond and the axes of the NV centre in place of the rounded isotropic speeds, $C$ is about 12% smaller and the width about 1.5 GHz. Real centres also couple to a second strain pair, $(\varepsilon_{xz},\varepsilon_{yz})$; at half the strength of the first it raises $J$ by a factor of 1.25 and the width by a factor of 1.56. Real crystals are strained as well. A 10 GHz splitting is only 0.0096 of $k_BT/h$ at 50 K, and its one-phonon width is 0.72 MHz, negligible beside 1.9 GHz. Slow wandering of the line from changing local fields is left out and would add to a time-averaged width.

**Q:** And the assumptions about the phonons themselves?

**A:** At 50 K the $T^5$ integrand peaks at $\hbar\omega=3.83\,k_BT$. For a transverse phonon and an orbital radius of 0.2 nm, $kr=0.42$ there. Corrections of relative order $(kr)^2\simeq0.18$, with a coefficient that depends on the orbital, are therefore possible.

The thermal coupling strength, $2\int J\,2n/(\hbar\omega)^2d\omega$, is 0.0078, which supports perturbation theory in the thermal phonons. The zero-point counterpart, with $2n$ replaced by 1 and linear dispersion carried up to the cutoff, is 1.43 and is not small. I therefore interpret $\Xi$ as the static strain response of the vibronic doublet, in which the fast modes have already reduced the bare electronic coupling. That is an assumption about the prefactor.

Heating exposes three limits: the orbital size, the bending of the phonon branches and their cutoff. The orbital size acts first. At 100 K, $kr$ at the peak has doubled to 0.84. For a Gaussian charge density of rms radius 0.2 nm, the $T^5$ width would be about 0.82 of the formula at 50 K and 0.53 at 100 K. The bending of the transverse branch raises $J$ above $C\omega^3$ and works the other way. In a Keating lattice model of diamond it increases the point-coupling $T^5$ width by about 5% at 50 K and 40% at 100 K, and the factors with the Gaussian orbital become about 0.86 and 0.61. That model places the zone-boundary phonons too high, so these shifts are probably underestimates. A sharp Debye cutoff at 1700 K with linear dispersion acts later. At 100 K it removes about 0.01% of the $T^5$ integral and 0.2% of the $T^7$ integral. At 300 K only 71% and 37% remain. These fractions belong to the Debye model, since the transverse phonons of diamond end lower, at roughly 70 to 100 meV on the zone boundary. Neither pure power should be extrapolated to room temperature. The remaining values are in the numerical output.

## Calculated quantities

```
MODEL TESTS (hbar = kB = 1)
T^7 exact/law at T=0.02, 0.03: 1.0015, 0.9994
T^7 exponent from exact bath: 6.995
T^5 bath/law at T=0.02, 0.03: 1.0078, 1.0058
T^5 exponent from bath: 4.995
1-phonon shifts / g^2: [-2. -2.  2.  2.]
largest shift, commuting control / g^2: 0.0000
joint width / sum of widths: 1.0003
one-phonon decay exact/law: 0.9933
integral x^4: 25.9758   integral x^6: 732.487
EXAMPLE INPUTS (NV in diamond, rough)
density: 3500 kg/m^3
sound speeds l, t: 18, 12 km/s
doublet strain coupling Xi: 3.0 eV
remote mixing D: 7.0 eV, gap: 1.0 eV
quadratic constant |Lam|: 98 eV
RESULTS
C (doublet): 3.083e-97 J^2 s^4
C_s (dilatation): 4.039e-61 s^4
theta at 50 K: 6.546e+12 1/s
T^5 prefactor: 6.143e+00 Hz/K^5
T^7 prefactor: 1.746e-06 Hz/K^7
T=10 K: T^5 width 0.6143 MHz, T^7 width 1.75e-05 MHz
T=20 K: T^5 width 19.66 MHz, T^7 width 0.00224 MHz
T=50 K: T^5 width 1920 MHz, T^7 width 1.36 MHz
T=100 K: T^5 width 6.143e+04 MHz, T^7 width 175 MHz
50 K, T^5 width: 7.94 ueV
50 K, T^7 width: 0.00564 ueV
laws would cross at: 1876 K
NEGLECTED EFFECTS
acoustic cutoff temperature: 1736 K
kept below cutoff, 50 K: T^5 1.0000, T^7 1.0000
kept below cutoff, 100 K: T^5 0.9999, T^7 0.9984
kept below cutoff, 300 K: T^5 0.7085, T^7 0.3692
radiative width (12 ns): 13.3 MHz
one-phonon width, 10 GHz split, 50 K: 0.72 MHz
splitting / kT at 50 K: 0.0096
kernel peaks hbar*w/kT: T^5 3.83, T^7 5.97
k*radius (0.2 nm), transverse, T^5 peak, 50 K: 0.42
k*radius, longitudinal, T^7 peak, 50 K: 0.43
T^7 peak phonon / remote gap, 50 K: 0.0257
thermal coupling strength, 50 K: 0.0078
zero-point coupling strength: 1.43
T^5 factor from second strain pair at Xi/2: 1.56
angular T^5 width / theta, 50 K: 1.84e-03
```
